\section*{Gerjuoy-Stein Cross Section for Rotational Excitation of Nitrogen at 0.1 eV}

\section*{Problem}

A slow electron can set a nitrogen molecule rotating although the molecule has no charge and no dipole moment. The lowest moment that can exert the torque is the quadrupole. Treat the molecule as a rigid rotor in its electronic and vibrational ground state, and treat the electron in the first Born approximation.

\begin{enumerate}
\item Derive the integral cross section for $j=0\to j=2$.
\item Evaluate it at an electron energy $E=0.1$ eV, with a quadrupole moment of magnitude $1.1$ atomic units and a bond length of roughly $1.10$ \AA.
\item Find the distance at which the excitation takes place, and judge from it whether the long-range potential is a fair description.
\end{enumerate}

The algebra is in atomic units. The quadrupole moment is defined by
\begin{equation}
Q=\sum_i q_i\,\frac{3z_i^2-r_i^2}{2},
\end{equation}
where the sum runs over all charges of the molecule, $z$ lies along the molecular axis and the origin is the centre of the molecule. A moment defined without the factor $1/2$ is twice as large and must be halved before use.

\section*{Hints}

\begin{enumerate}
\item Expand the potential of the molecule at large $r$. Which terms vanish for a neutral homonuclear molecule?
\item Hold the axis fixed and compute the Born amplitude first. Let the rotor states act on the result afterwards.
\item The radial integral contains $j_2(x)/x$. Look for a function whose derivative this is.
\item For each scattering angle you may choose the quantization axis of the rotor. The direction of the momentum transfer is convenient.
\item For the third question, find how much of the cross section comes from p waves that stay p waves. A p wave of momentum $k$ is kept away from the centre by its centrifugal barrier.
\end{enumerate}

\section*{Solution}

\subsection*{Energy balance}

The rotor levels are $Bj(j+1)$ with $B=1/(2\mu R^2)$. For two equal atoms of mass $M$ the reduced mass is $\mu=M/2$, so $B=1/(MR^2)$. The excitation $0\to2$ costs $6B$, and
\begin{equation}
\frac{k'^2}{2}=\frac{k^2}{2}-6B
\quad\Longrightarrow\quad
\frac{k'}{k}=\sqrt{1-\frac{6B}{E}} .
\end{equation}

\subsection*{The potential}

Outside the molecule, a charge $q_i$ at distance $r_i$ from the centre and angle $\theta_i$ from the axis contributes $q_i r_i^l/r^{l+1}$ times a Legendre polynomial of the angle between $\mathbf r_i$ and $\mathbf r$. The charge distribution is symmetric about the axis $\hat{\mathbf s}$. Averaging around it turns that polynomial into $P_l(\cos\theta_i)P_l(\cos\gamma)$, with $\cos\gamma=\hat{\mathbf r}\cdot\hat{\mathbf s}$. The $l=0$ term vanishes by neutrality, and the $l=1$ term because the two ends are alike. Since $r_i^2P_2(\cos\theta_i)=(3z_i^2-r_i^2)/2$, the $l=2$ term is $QP_2(\cos\gamma)/r^3$. The electron has charge $-1$, so its energy is
\begin{equation}
V(\mathbf r)=-\frac{Q}{r^3}P_2(\cos\gamma).
\label{V}
\end{equation}

\subsection*{Born amplitude for a fixed axis}

With $\mathbf q=\mathbf k-\mathbf k'$, the amplitude is
\begin{equation}
f=-\frac1{2\pi}\int e^{i\mathbf q\cdot\mathbf r}\,V(\mathbf r)\,d^3r .
\end{equation}
Insert $e^{i\mathbf q\cdot\mathbf r}=\sum_l(2l+1)i^l j_l(qr)P_l(\hat{\mathbf q}\cdot\hat{\mathbf r})$. The integral over the directions of $\mathbf r$ keeps $l=2$ alone, because
\begin{equation}
\int P_l(\hat{\mathbf q}\cdot\hat{\mathbf r})P_2(\hat{\mathbf r}\cdot\hat{\mathbf s})\,d\Omega_r
=\frac{4\pi}{5}\,\delta_{l2}\,P_2(\hat{\mathbf q}\cdot\hat{\mathbf s}).
\end{equation}
The factor $5$ cancels and $i^2=-1$. With $x=qr$,
\begin{equation}
f=-\frac{1}{2\pi}(-Q)(-4\pi)P_2(\hat{\mathbf q}\cdot\hat{\mathbf s})
\int_0^\infty\frac{j_2(x)}{x}\,dx .
\end{equation}
The recurrence $\frac{d}{dx}\left(j_1/x\right)=-j_2/x$ gives the integral. The function $j_1/x$ tends to $1/3$ at the origin and to zero at infinity, so the integral is $1/3$ and
\begin{equation}
f=-\frac{2Q}{3}P_2(\hat{\mathbf q}\cdot\hat{\mathbf s}).
\label{f}
\end{equation}
The size of $q$ has dropped out. This follows from the power $r^{-3}$: the volume element supplies $r^2dr$, and the remaining $dr/r$ has no scale.

\subsection*{The rotor states}

The cross section for a change of rotor state is
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{k'}{k}\sum_{m'}\left|\langle 2m'|f|00\rangle\right|^2 ,
\end{equation}
where $k'/k$ is the ratio of outgoing to incoming speed, needed because a cross section compares fluxes. The sum over $m'$ does not depend on the quantization axis. Along $\hat{\mathbf q}$, the operator $P_2(\cos\theta)$ is independent of azimuth, so $m'=0$ alone contributes. With $Y_{00}=1/\sqrt{4\pi}$ and $Y_{20}=\sqrt{5/4\pi}\,P_2$,
\begin{equation}
\langle20|P_2|00\rangle=\frac{\sqrt5}{4\pi}\int P_2^2\,d\Omega
=\frac{\sqrt5}{4\pi}\,\frac{4\pi}{5}=\frac1{\sqrt5}.
\end{equation}
Therefore
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{k'}{k}\,\frac{4Q^2}{9}\,\frac15=\frac{4Q^2}{45}\,\frac{k'}{k}.
\end{equation}
The scattering is isotropic, and multiplication by $4\pi$ gives the answer to the first question:
\begin{equation}
\boxed{\;\sigma(0\to2)=\frac{16\pi}{45}\,Q^2\sqrt{1-\frac{6B}{E}}\;}
\label{GS}
\end{equation}
for $E\ge 6B$, and zero below. Just above threshold it rises as the square root of the excess energy. For $E\gg6B$ it tends to the constant $16\pi Q^2/45$. That plateau belongs to the long-range model: at larger $k$ the electron probes smaller distances, where (\ref{V}) fails.

\subsection*{The number}

For $M=14$ u and $R=1.10$ \AA, $B=2.47\times10^{-4}$ eV and the threshold is $6B=1.48\times10^{-3}$ eV. Then
\begin{equation}
\frac{k'}{k}=\sqrt{1-\frac{0.00148}{0.1}}=0.9926 ,
\end{equation}
\begin{equation}
\sigma=1.1170\times(1.1)^2\times0.9926=1.34\ \text{a.u.}
=1.34\times(0.5292\ \text{\AA})^2=0.376\ \text{\AA}^2 .
\end{equation}
The energy is so far above threshold that $k'/k$ lowers the plateau value by less than one percent. At fixed $Q$ the bond length enters through this factor alone, so its roughness is harmless here. In the real molecule $Q$ itself changes with the bond length, so a computed moment needs an accurate geometry. The quadrupole moment enters squared: a $5\%$ change in $Q$ changes $\sigma$ by about $10\%$.

\subsection*{Where the excitation happens}

The electron has $k=\sqrt{2E}=0.0857$ a.u., so $1/k=6.17$ \AA, several times the bond length. To see that this is the relevant distance, isolate the p$\to$p part of the cross section. Neglect the small difference between $k'$ and $k$, and hold the axis fixed during the collision.

A p orbital along the axis ($\sigma$) sees the angular average $\langle P_2\rangle=2/5$, and one across the axis ($\pi$) sees $-1/5$. Call this average $c$. The Born phase shift is
\begin{equation}
\delta=-2k\int_0^\infty\left(-\frac{Qc}{r^3}\right)j_1^2(kr)\,r^2dr
=2kQc\int_0^\infty\frac{j_1^2(x)}{x}\,dx .
\end{equation}
From $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ one finds $(j_0^2+j_1^2)'=-4j_1^2/x$. The integral is therefore $1/4$, and
\begin{equation}
\delta=\tfrac12kQc,\qquad
\Delta\equiv\delta_\sigma-\delta_\pi=\tfrac12kQ\left(\tfrac25+\tfrac15\right)=0.3\,kQ .
\label{Delta}
\end{equation}

The p-wave amplitude is $3\,\hat{\mathbf k}'\cdot\mathsf T\cdot\hat{\mathbf k}$, where $\mathsf T$ has the eigenvalue $t_\sigma$ along the axis and $t_\pi$ across it, with $t=(e^{2i\delta}-1)/(2ik)$. Split off the isotropic part, which cannot turn the rotor:
\begin{equation}
\mathsf T=\frac{t_\sigma+2t_\pi}{3}\,\mathsf 1+(t_\sigma-t_\pi)\,\mathsf M,\qquad
\mathsf M=\hat{\mathbf s}\hat{\mathbf s}-\tfrac13\mathsf 1 .
\end{equation}
The second part is of rank two in $\hat{\mathbf s}$, so acting on $j=0$ it leads entirely to $j=2$. Its squared strength is $|t_\sigma-t_\pi|^2=\sin^2\!\Delta/k^2$. Integrating $|\hat{\mathbf k}'\cdot\mathsf M\cdot\hat{\mathbf k}|^2$ over $\hat{\mathbf k}'$ and averaging over $\hat{\mathbf k}$ gives $(4\pi/9)\,\mathrm{Tr}\,\mathsf M^2$, and $\mathrm{Tr}\,\mathsf M^2=\frac49+\frac19+\frac19=\frac23$. Hence
\begin{equation}
\sigma_{\rm pp}=9\cdot\frac{4\pi}{9}\cdot\frac23\,\frac{\sin^2\!\Delta}{k^2}
=\frac{8\pi}{3}\,\frac{\sin^2\!\Delta}{k^2}
\simeq\frac{8\pi}{3}(0.3\,Q)^2=0.24\,\pi Q^2 .
\label{pp}
\end{equation}
Divided by $16\pi Q^2/45$ this is $0.675$. A numerical partial-wave sum, which keeps $k'\neq k$, gives the same share, $67.5\%$.

In the integral for $\delta$, the integrand $j_1^2/x$ behaves as $x/9$ at small $x$ and falls as $1/x^3$ at large $x$. By the identity above, the share of $\delta$ gathered inside a radius $r$ is $1-j_0^2(kr)-j_1^2(kr)$. It is $2\%$ at 2 \AA, $20\%$ at $1/k$ and one half at $10.7$ \AA, and the integrand peaks near $9.4$ \AA. The p$\to$p excitation thus takes place about 10 \AA\ from the centre, between $1/k$ and $2/k$ and well outside the molecule. That holds for the potential (\ref{V}) taken at all $r$. Two calculations bear on the use of (\ref{V}), and a third on the Born approximation:

\begin{itemize}
\item Replace the point quadrupole by charges in the ratio $1:-2:1$ at the two nuclei and the midpoint, with the same $Q$. Their Born cross section, found without a multipole expansion, is $0.998$ of (\ref{GS}). This confirms the formula for a compact source, but three charges are a poor stand-in for the electron cloud of N$_2$. The next term of $j_2$ multiplies the Born amplitude by $1-q^2H/(14Q)$, with $H=\sum_i q_i r_i^4P_2(\cos\theta_i)$. For the three charges $H/Q$ is $1.1$ a.u. For the Hartree--Fock density of N$_2$ it is about $75$ a.u., which lowers the Born cross section by about $15\%$ at 0.1 eV. With correlation at the MP2 level, where $|Q|$ is larger, the ratio is about $61$ a.u. and the lowering about $12\%$. The Born approximation is itself doubtful inside the molecule, so this figure shows a sensitivity and is not a correction to apply.
\item In a Hartree--Fock calculation of N$_2$ (aug-cc-pVDZ basis), compare the electrostatic potential on the axis with that on the equator at $r=1/k$. The difference is $2.6\%$ larger than the quadrupole form with the Hartree--Fock moment. The excess comes from higher multipoles, which cannot drive $0\to2$ in first order.
\item By (\ref{Delta}), $|\Delta|=0.3\times0.0857\times1.1=0.028$. The quadrupole disturbs the p wave weakly, as the Born approximation requires.
\end{itemize}

The long-range picture is thus usable as a rough first estimate at 0.1 eV, but not as an accurate description: the interior of the molecule is not negligible. Transitions between s and d waves supply $12.5\%$ of the Born cross section. An s wave has no barrier, but the d wave does, and the Born integrand $j_0j_2/x$ still vanishes as $x/15$ towards the centre. This does not protect the s--d part from distortion of the s wave by short-range and polarization forces, as the first variation shows. The electron also polarizes the molecule, which is the subject of the first variation.

\section*{Variation 1: a polarizable molecule}

\textit{The polarizability of N$_2$ depends on direction. How does this change the result, and does the sign of $Q$ now matter?}

Write the polarizability as $\alpha_0+\alpha_2P_2(\cos\gamma)$. Its values along and across the axis are $\alpha_\parallel=\alpha_0+\alpha_2$ and $\alpha_\perp=\alpha_0-\alpha_2/2$, so $\alpha_2=\frac23(\alpha_\parallel-\alpha_\perp)$. The induced dipole lowers the electron's energy by $\alpha/(2r^4)$, and the $P_2$ part of the potential becomes
\begin{equation}
-\left(\frac{Q}{r^3}+\frac{\alpha_2}{2r^4}\right)P_2(\cos\gamma).
\end{equation}
The new term needs $\int_0^\infty j_2(x)\,x^{-2}dx$. Use
\begin{equation}
j_2(x)=\frac{x^2}{16}\int_{-1}^{1}(1-t^2)^2\cos(xt)\,dt,\qquad
\int_0^\infty\cos(xt)\,dx=\pi\delta(t),
\end{equation}
which give $\pi/16$. In the amplitude, $Q/3$ is replaced by $Q/3+(\alpha_2q/2)(\pi/16)$, so (\ref{f}) is multiplied by
\begin{equation}
g(q)=1+\frac{3\pi\alpha_2}{32\,Q}\,q .
\end{equation}
The sign of $Q$, absent from (\ref{GS}), now decides whether the two terms add or oppose. The Hartree--Fock calculation gives $Q=-0.89$ a.u., $\alpha_\parallel=14.9$ and $\alpha_\perp=9.5$ a.u., hence $\alpha_2=3.6$ a.u. These values are not converged in the basis: aug-cc-pVTZ gives $-0.92$, $15.1$, $9.8$ and $3.5$ a.u., which changes the factor $0.79$ found below to $0.80$. Hartree--Fock omits electron correlation, so I take the sign of $Q$ from it and keep the stated magnitude: $Q=-1.1$. The polarizabilities stay at their Hartree--Fock values, so the size of the correction below carries the error of that omission: MP2 in the same basis gives $\alpha_2\simeq2.9$ a.u. and a factor $0.83$ in place of $0.79$. The terms then oppose.

For $k'\simeq k$, $q^2=2k^2(1-\cos\theta)$. Averaging over directions gives $\langle q^2\rangle=2k^2$ and
\begin{equation}
\langle q\rangle=\frac{k}{\sqrt2}\int_{-1}^{1}\sqrt{1-u}\,du
=\frac{k}{\sqrt2}\cdot\frac23\,2^{3/2}=\frac{4k}{3}.
\end{equation}
With $a=3\pi\alpha_2/(32Q)=-0.96$,
\begin{equation}
\langle g^2\rangle=1+\frac{8ak}{3}+2a^2k^2\simeq1-0.22+0.01=0.79 .
\end{equation}
The Born cross section falls from $0.376$ to $0.30$ \AA$^2$. The leading correction is proportional to $k$, so it fades at lower energy.

The isotropic part $\alpha_0$ cannot turn the molecule in first order, but it distorts the wave that the quadrupole acts on. To size this, I solved the radial equation numerically for the $\sigma$ and $\pi$ p waves and inserted the phase shifts in (\ref{pp}). The potentials were multiplied by $1-e^{-(r/r_c)^6}$ to remove their false growth inside the molecule. The table gives $\sigma_{\rm pp}$ relative to its Born value.

\begin{center}
\begin{tabular}{lcc}
Potential & $r_c=1.06$ \AA & $r_c=1.59$ \AA\\
\hline
$Q$ & 0.97 & 0.96\\
$Q,\ \alpha_0$ & 1.17 & 1.09\\
$Q,\ \alpha_0,\ \alpha_2$ & 0.90 & 0.86
\end{tabular}
\end{center}

At either fixed cutoff, adding $\alpha_0$ raises the p$\to$p part and adding $\alpha_2$ lowers it again. If all other partial waves are held at their quadrupole Born values, the total is $0.93$ or $0.91$ of (\ref{GS}). That freezing is too generous: with all waves coupled in the same model potential, the s--d part falls to $0.63$ or $0.29$ of its Born value and the total is $0.87$ or $0.80$. These figures are estimates and not bounds: they omit exchange and the static attraction inside the molecule. The dependence on $r_c$ shows that the interior is not wholly irrelevant. The estimates that include polarization in all waves lie between 13 and 21 percent below (\ref{GS}), at $0.30$ to $0.33$ \AA$^2$, and they leave out exchange and the finite extent of the charge cloud, the second of which lowers the Born result further. As a prediction for the real molecule, $0.376$ \AA$^2$ therefore deserves one significant figure at most.

\section*{Variation 2: nitrogen gas at room temperature}

\textit{An electron of 0.1 eV moves through nitrogen at 300 K and 1 Torr. What replaces $\sigma(0\to2)$?}

Most molecules start from $j>0$, so the rotor strength is needed for $j\to j+2$. With the quantization axis along $\hat{\mathbf q}$, apply
\begin{equation}
\cos\theta\,Y_{jm}=a_{j+1}Y_{j+1,m}+a_jY_{j-1,m},\qquad
a_j^2=\frac{j^2-m^2}{(2j-1)(2j+1)}
\end{equation}
twice. The matrix element of $P_2$ is $\frac32a_{j+1}a_{j+2}$, and its square, averaged over the $2j+1$ initial values of $m$, is
\begin{equation}
S_j=\frac{9}{4(2j+1)}\,
\frac{\sum_m[(j+1)^2-m^2][(j+2)^2-m^2]}{(2j+1)(2j+3)^2(2j+5)} .
\end{equation}
The averages of $m^2$ and $m^4$ are $j(j+1)/3$ and $j(j+1)(3j^2+3j-1)/15$. The sum is therefore
\begin{align}
\sum_m[\ldots][\ldots]
&=\frac{(2j+1)(j+1)}{15}\left(8j^3+48j^2+94j+60\right)\nonumber\\
&=\frac{2}{15}(2j+1)(j+1)(j+2)(2j+3)(2j+5).
\end{align}
Hence
\begin{equation}
S_j=\frac{3}{10}\,\frac{(j+1)(j+2)}{(2j+1)(2j+3)},
\end{equation}
which is $1/5$ at $j=0$, as before. The cross section is $4\pi(k'/k)(4Q^2/9)S_j$, or
\begin{equation}
\sigma(j\to j+2)=\frac{8\pi}{15}Q^2\,\frac{k'}{k}\,\frac{(j+1)(j+2)}{(2j+1)(2j+3)},
\end{equation}
with energy loss $(4j+6)B$. The last fraction falls from $2/3$ at $j=0$ towards $1/4$ at large $j$, a reduction to $3/8$.

The populations are proportional to $g_j(2j+1)e^{-Bj(j+1)/k_BT}$, with nuclear-spin weights $g_j=6$ for even and $3$ for odd $j$ in $^{14}$N$_2$. At 300 K the most populated level is $j=6$, and $j=0$ holds $1.3\%$ of the molecules. The thermal mean of the upward cross section is $0.157$ \AA$^2$, or $0.42$ of the $j=0$ value. With gas density $n=p/(k_BT)$ and electron speed $v$, the excitation frequency $nv\sigma$ is $9.5\times10^6$ s$^{-1}$. This counts upward transitions. Collisions $j\to j-2$ return energy to the electron, so multiplying this frequency by a typical upward loss would overstate the net cooling.

Electrons near 0.1 eV can be found, for example, in an afterglow or drifting in a weak field. In an active nitrogen discharge, mean electron energies are roughly one to a few eV, and the value found here should not be carried over: near 2 eV the electron is temporarily captured by the molecule, which a Born calculation with a long-range potential does not describe. At 300 K the assumption that the gas is in $j=0$ fails as well. Correcting it lowers the upward cross section by $58\%$, more than the polarization corrections estimated above. The numerical output lists the values used in both variations.

\section*{Numbers as computed}
\begin{verbatim}
electron energy                       0.100 eV
quadrupole magnitude                  1.10 a.u.
bond length (rough input)             1.10 angstrom
nitrogen atomic mass                  14.003 u
Hartree energy                        27.2114 eV
Bohr radius                           0.52918 angstrom
rotational constant B                 2.4671e-04 eV
threshold 6B                          1.4803e-03 eV
k                                     0.08573 a.u.
1/k                                   6.173 angstrom
k'/k                                  0.99257
16 pi/45                              1.11701
sigma(0->2), Gerjuoy-Stein            1.3415 a.u.
sigma(0->2), Gerjuoy-Stein            0.3757 angstrom^2
dsigma/dOmega                         0.02989 angstrom^2/sr
integral of j2/x by quadrature        0.33333
integral of j2/x^2 by quadrature      0.19635
point charges, small / formula        0.999995
point charges at nuclei / formula     0.99775
partial-wave sum / formula            0.99952
share of p->p                         67.5 %
share of s->d plus d->s               12.5 %
HF/aug-cc-pVDZ quadrupole             -0.888 a.u.
HF polarizability along axis          14.93 a.u.
HF polarizability across axis         9.53 a.u.
alpha0                                11.33 a.u.
alpha2                                3.60 a.u.
HF field / quadrupole form at r=1/k   1.026
Born with alpha2 / Gerjuoy-Stein      0.794
Born with alpha2, sigma(0->2)         0.298 angstrom^2
p->p over Born, cutoff 1.06 angstrom:
   quadrupole only                    0.969
   plus alpha0                        1.171
   plus alpha0 and alpha2             0.898
   total/GS if only p->p changes      0.931
p->p over Born, cutoff 1.59 angstrom:
   quadrupole only                    0.957
   plus alpha0                        1.085
   plus alpha0 and alpha2             0.860
   total/GS if only p->p changes      0.906
gas temperature                       300 K
gas pressure                          1.0 Torr
share of molecules in j=0             1.27 %
most populated level j                6
thermal mean of sigma(j->j+2)         0.1573 angstrom^2
thermal mean / sigma(0->2)            0.419
rotational excitation frequency       9.496e+06 1/s
\end{verbatim}
